# Microgap Breakdown from Townsend Ionization and Ion-Enhanced Field Emission

Two plane metal electrodes a distance $d$ apart carry a steady voltage $V$ in a gas at pressure $p$. Let $x$ run from the cathode ($x=0$) to the anode ($x=d$), let $E=V/d$ be the mean field, and count fields and current densities as positive magnitudes. Electrons ionize the gas at a rate per unit length
$$\alpha(E)=Ap\,\exp(-Bp/E),\qquad M=\exp(\alpha d).$$
Each ion reaching the cathode releases $\gamma$ electrons by secondary emission, with $\gamma$ constant. The cathode also emits by tunnelling from small tips, which cover an area fraction $s$ and multiply the mean cathode field by $\beta$. The tips are assumed close together compared with $d$, so that area-averaged densities can be used. Ionization depends on the local field, the gas density is held fixed, and space charge is taken to be weak, which parts (d) and (h) check.

The problem is to find the voltage at which a weak steady current ceases to be possible.

## (a) Field emission

**Find the area-averaged emission density $j_F$ as a function of the mean cathode field $E_c$.**

*Solution.* Consider metal electrons whose energy of motion normal to the surface lies $w$ below the Fermi level. At low temperature their transverse energy can be at most $w$, which allows an area $2\pi m w/\hbar^2$ in transverse wave-vector space. With two spins, density $2/(2\pi)^3$ and $v_x\,dk_x=dw/\hbar$ in magnitude, the current density is
$$J=\frac{em}{2\pi^2\hbar^3}\int_0^\infty w\,T(w)\,dw .$$
For a local field $F$ and a triangular barrier of height $W=e\phi+w$ ($\phi$ in volts, numerically the work function in eV), the WKB transmission is $T=\exp(-G)$, with
$$G=\frac{2}{\hbar}\int_0^{W/eF}\!\!\sqrt{2m(W-eFx)}\,dx=\frac{4\sqrt{2m}\,W^{3/2}}{3\hbar eF}.$$
Since $T$ falls quickly with $w$, expand $G$ to first order: $G\approx G_0+w/\delta$, where $1/\delta=dG/dW=2\sqrt{2me\phi}/(\hbar eF)$. The integral is then $\delta^2\exp(-G_0)$, and
$$J=\frac{aF^2}{\phi}\exp\!\left(-\frac{b\phi^{3/2}}{F}\right),\quad a=\frac{e^2}{8\pi h},\quad b=\frac{4\sqrt{2me}}{3\hbar}.$$

The image force lowers the barrier by $e^2/(16\pi\varepsilon_0x)$. With $x=(\phi/F)y$, $Q=e/(4\pi\varepsilon_0)$ and $f=QF/\phi^2$, the exponent acquires the factor
$$v(f)=\tfrac32\int\sqrt{1-y-f/(4y)}\;dy ,$$
taken between the zeros of the root. The prefactor acquires $1/t^2$, because $dG/dW$ is multiplied by a slowly varying number $t$. I use the approximations $v\approx0.95-f$ and $t^2\approx1.1$. The straight line is convenient because $f\,b\phi^{3/2}/F=bQ/\sqrt\phi$ does not depend on $F$. Setting $F=\beta E_c$ and multiplying by $s$ gives
$$j_F(E_c)=CE_c^2\exp(-D/E_c),$$
$$D=\frac{0.95\,b\phi^{3/2}}{\beta},\qquad C=\frac{sa\beta^2}{1.1\,\phi}\exp\!\left(\frac{bQ}{\sqrt\phi}\right).$$
Part (g) gives the error of these approximations.

## (b) Currents and ion speed

**Let $j_0$ be the total electron current density leaving the cathode. Find the ion current density, and the ion drift speed when charge exchange limits it.**

*Solution.* From $dj_e/dx=\alpha j_e$ we get $j_e=j_0\exp(\alpha x)$. In steady state $j_e+j_i$ is independent of $x$. No ions enter from the anode, so the sum equals $j_e(d)=j_0M$, and
$$j_i(x)=j_0\,[M-\exp(\alpha x)],\qquad j_i(0)=j_0(M-1).$$

In a charge-exchange collision a fast ion becomes a fast atom and leaves a slow ion behind. Take the new ion at rest and the free path $\ell$ exponentially distributed with mean $\lambda$. The flight time is $\sqrt{2m_i\ell/(eE)}$. Because $\int_0^\infty\sqrt z\,\exp(-z)\,dz=\sqrt\pi/2$, its mean is $\tfrac12\sqrt\pi\sqrt{2m_i\lambda/(eE)}$. Mean path divided by mean time gives
$$v_i=\sqrt{\frac{2eE\lambda}{\pi m_i}} .$$
This needs $\lambda\ll d$.

## (c) The field added by the ions

**At fixed $V$, by how much does the ion charge raise the cathode field? What happens to the multiplication $M$?**

*Solution.* The field points towards the cathode, so Poisson's equation for its magnitude is $dE(x)/dx=-\rho/\varepsilon_0$: positive charge makes the field largest at the cathode. Integrate once from the cathode, then over the gap, and exchange the order of integration:
$$V=E_cd-\frac1{\varepsilon_0}\int_0^d(d-x)\rho(x)\,dx .$$
The rise $u=E_c-E$ is therefore the last integral divided by $\varepsilon_0d$. To leading order $\rho=j_i/v_i(E)$; the faster electrons are neglected. Integration by parts gives
$$\int_0^d(d-x)\exp(\alpha x)\,dx=\frac{M-1-\alpha d}{\alpha^2},$$
so that
$$u=Sj_0,\qquad S=\frac{d}{\varepsilon_0v_i}\left[\frac M2-\frac{M-1-\alpha d}{(\alpha d)^2}\right].$$

The field change $\delta E(x)$ has zero integral, because $V$ is fixed. The change of $\int\alpha\,dx$ is then $\alpha'(E)\int\delta E\,dx=0$ to first order. The ions thus alter the emission at first order but the multiplication only at second order.

## (d) The breakdown criterion

**Balance the current at the cathode and find where the steady state disappears.**

*Solution.* Electrons leave by secondary emission and by tunnelling: $j_0=\gamma(M-1)j_0+j_F(E+u)$. Write $q=\gamma(M-1)$ and $j_0=u/S$. Then
$$1-q=S\,\frac{j_F(E+u)}{u}. \tag{1}$$
As a function of $u$, the right side is infinite at $u=0$ and grows again at large $u$, where $j_F\propto u^2$. Its derivative has the sign of $N=uj_F'-j_F$, and $dN/du=uj_F''$. Here
$$j_F'=C(2E_c+D)\exp(-D/E_c),$$
$$j_F''=C\left[2+\frac{D(2E_c+D)}{E_c^2}\right]\exp(-D/E_c)>0 ,$$
so $N$ rises steadily from a negative value and vanishes once. The right side of (1) has a single minimum. If $1-q$ lies above it there are two steady states; if below, there is none.

Raising $V$ lowers $1-q$. It also raises the minimum. The bracket in $S$ equals $\int_0^1(1-y)[\exp(\alpha d)-\exp(\alpha dy)]\,dy$, which increases with $\alpha d$. The remaining factor $1/v_i\propto E^{-1/2}$ is outweighed by $j_F$, which at fixed $u$ grows at least as fast as $(E+u)^2$; this suffices for $u<3E$, and the minimum will be found at $u<E$. The two states therefore approach and merge at one voltage. There $N=0$, so $j_F/u=j_F'$, and (1) becomes

$$\boxed{\gamma(M-1)+S\,j_F'(E_c)=1} \tag{2}$$

The cathode field follows from $u=j_F/j_F'$:
$$E_c-E=\frac{E_c^2}{2E_c+D}\;\Rightarrow\;E_c^2+(D-2E)E_c-DE=0 .$$
The discriminant is $(D-2E)^2+4DE=D^2+4E^2$, and the positive root is
$$E_c=\frac{2E-D+\sqrt{D^2+4E^2}}2=E+\frac{2E^2}{D+\sqrt{D^2+4E^2}} . \tag{3}$$
The last term is $u$. It is smaller than $E$, as required, and for $E\ll D$ it is close to $E^2/D$. The relative field distortion at onset is thus about $E/D$, and weak space charge is justified when this ratio is small and $q$ is not close to one; part (h) treats the case $q\approx1$.

Equation (2) is also a statement about gain. An extra $\delta j$ leaving the cathode returns as $q\,\delta j$ through secondary emission and as $Sj_F'\,\delta j$ through the field of its ions. In the lower state $N<0$, hence $Sj_F'<Sj_F/u=1-q$ and the gain is below one: the state is stable. In the upper state the inequality is reversed.

If the ions did not change the field ($S=0$), tunnelling would supply a finite current $j_F/(1-q)$ for every $q<1$. In this model, then, field emission causes breakdown through its response to the ions, not through its mere presence.

## (e) The ion-enhanced yield

**Express the new term as a number of electrons per ion, and simplify it for $E\ll D$.**

*Solution.* Write (2) as $(\gamma+\gamma_F)(M-1)=1$, with $\gamma_F=Sj_F'/(M-1)$. At onset $j_F=uj_F'=Sj_0j_F'$, so $\gamma_F=j_F/j_i(0)$ is also the mean number of tunnelling electrons per arriving ion.

Let $\eta=E/D$. From (3), $E_c=E(1+\eta)$ up to relative order $\eta^3$, hence $D/E_c\approx1/\eta-1+\eta$. Also $2E_c+D\approx D(1+2\eta)$. The product of the corrections is $(1+2\eta)(1-\eta)\approx1+\eta$, and
$$\gamma_F\approx\frac{\mathrm e\,CDS}{M-1}\exp(-D/E)\,(1+\eta),\qquad \mathrm e=2.718\ldots$$
This is an exponential yield whose prefactor is fixed by emission, ion speed, ionization and geometry. The factor $\mathrm e$ arises because at onset the ions have raised the field by $E^2/D$, which lowers the tunnelling exponent by one.

## (f) Wide and narrow gaps

**Recover the secondary-emission condition and its first correction. What replaces it in a narrow gap?**

*Solution.* When $Sj_F'\ll1$, (2) becomes
$$\gamma(M-1)=1 .$$
Then $\alpha d=L$ with $L=\ln(1+1/\gamma)$. Inserting $\alpha$ and taking the logarithm gives
$$V_P=\frac{Bpd}{\ln(Apd/L)},\qquad Apd>L .$$

To see that widening the gap at fixed $p$ leads here, evaluate the neglected term at $V_P$. Its field obeys $1/E=\ln(Apd/L)/(Bp)$, so
$$\exp(-D/E)=\left(\frac{Apd}{L}\right)^{-D/(Bp)} .$$
Since $\alpha d=L$ is fixed, $S$ grows as $d/\sqrt E$. The term therefore varies as $d^{\,1-D/(Bp)}$ apart from logarithms, and vanishes for wide gaps if $D>Bp$. The cause is the falling field, not the width itself.

For a small correction put $V=V_P+\Delta V$. From $\partial\alpha/\partial V=\alpha(Bp/E)/V$,
$$\Delta V=-\frac{Sj_F'}{\partial q/\partial V},\qquad \frac{\partial q}{\partial V}=\gamma M\,\alpha d\,\frac{Bp}{EV} .$$
Field emission lowers the onset. The linear step also requires $D|\Delta V|/(EV)\ll1$.

If $Apd\le L$, then $\alpha<Ap$ keeps $q$ below one at every voltage, and secondary emission alone gives no breakdown. Equation (2) still has a solution. The leading form of part (e) turns it into
$$E=\frac{D}{\ln[\mathrm e\,CDS/(1-q)]} . \tag{4}$$
The right side depends on $E$ only through a logarithm, so the onset field changes slowly with $d$. It falls as $S$ grows and $1-q$ shrinks, and $V$ therefore rises somewhat more slowly than in proportion to $d$.

## (g) A 5 µm gap in argon

**Take argon at 760 Torr and 300 K, with $A=12$ /(cm Torr), $B=180$ V/(cm Torr), $\gamma=0.01$, $\phi=4.5$ eV, $\beta=50$, $s=0.001$ and a charge-exchange cross-section of $5\times10^{-19}$ m². Find the onset for $d=5$ µm.**

*Solution.* These are rough values for metal electrodes. They give $C=8.04\times10^{-5}$ A/V², $D=1239$ V/µm and $\lambda=82$ nm. Solving (2) with (3) gives $V=293.4$ V, or $E=58.68$ V/µm. The terms can be checked in turn.

- Ionization: $\alpha=0.912\,\exp(-180/772.1)=0.722$ /µm, so $\alpha d=3.612$, $M=37.03$ and $q=0.01\times36.03=0.360$.
- Ion charge: $v_i=2716$ m/s gives $d/(\varepsilon_0v_i)=207.9$ in SI units. The bracket is $18.52-32.42/13.04=16.03$, hence $S=3333$ (V/m)/(A/m²).
- Cathode field: (3) gives $u=2.77$ V/µm and $E_c=61.45$ V/µm. Thus $u/E=0.047$.
- Emission response: $j_F'=8.04\times10^{-5}\times1.362\times10^9\times\exp(-20.16)=1.92\times10^{-4}$ A/(V m), so $Sj_F'=0.640$.

The sum is $0.360+0.640=1$. The electron current density at the cathode is $j_0=u/S=832$ A/m². The yield is $\gamma_F=0.0178$ per ion; its leading form gives 0.0169, lower by the expected fraction of about $\eta=0.047$.

Here $Apd=4.56$ is just below $L=4.62$, so secondary emission alone could not break down this gap. Yet setting $\gamma=0$ raises the onset only to 299.6 V. By (4), the exponential must make up a factor of about $1/0.64$, which costs a relative field change of roughly $\ln(1/0.64)/21=2\%$.

Three tests were made: the first two check the criterion, the third the emission formula.

1. Repeating the emission feedback from zero current settles at 0.1% below the predicted voltage and runs away at 0.1% above it, for gaps of 2, 5 and 6 µm.
2. A nonlinear calculation, with $\alpha$ and $v_i$ following the local field, gives a maximum steady voltage of 293.5 V at 5 µm. At 2 and 6 µm it also agrees within 0.1%. It shares the other assumptions.
3. Direct integration over the WKB image barrier gives 1.15 times the emission formula at the tip field of 3.07 V/nm.

## (h) Other gaps and real electrodes

**How does the onset vary with $d$ at fixed pressure and surface parameters, and how far can the numbers be trusted?**

*Solution.*

| $d$ (µm) | Onset (V) | $V_P$ (V) | $Sj_F'$ |
|---:|---:|---:|---:|
| 2 | 144 | none | 0.96 |
| 5 | 293 | none | 0.64 |
| 6 | 327 | 482 | 0.30 |
| 7 | 295 | 295 | $8\times10^{-4}$ |
| 10 | 201 | 201 | $1\times10^{-17}$ |
| 15 | 189 | 189 | $3\times10^{-33}$ |
| 50 | 299 | 299 | $7\times10^{-80}$ |

The mean field at onset falls from 72 V/µm at 2 µm to 59 V/µm at 5 µm, because $S$ grows with $d$ and $q$ rises. Near 6.35 µm the onset has a local maximum of 331 V, where the field-emission branch meets the steep left side of the $V_P$ curve. The $V_P$ curve has its own minimum of 188 V near 13.8 µm. With $Bp=13.7$ V/µm, $D/(Bp)$ is about 91, which accounts for the collapse of the last column.

At 7.5 µm the correction formula of part (f) and the full criterion both give a shift of $-2.5\times10^{-4}$ V. This tests the algebra, not the physical accuracy. The neglected second-order change of $\alpha d$ is of order
$$\frac{\alpha d}{2}\,\frac{Bp}{E}\left|\frac{Bp}{E}-2\right|\left(\frac uE\right)^2 ,$$
which overstates it, since the field change is smaller than $u$ over most of the gap. At 7 µm the expression gives $1.5\times10^{-3}$ and direct integration gives $-4\times10^{-4}$, already comparable with $Sj_F'$. For gaps of 7 µm and more, the onset in the table is therefore the ordinary ignition voltage, at which secondary emission alone nearly sustains the current. It need not be the highest voltage of a steady current, because what follows depends on the second-order term. For $E>Bp/2$ this term reduces ionization, and a steady current with growing space charge can persist above the tabulated voltage. In the nonlinear model of part (g) the highest steady voltage is 296 V at 7 µm, 274 V at 7.5 µm (ignition at 261 V) and 266 V at 8 µm (ignition at 239 V), with $u/E$ of 0.2, 0.5 and 0.7. For $E<Bp/2$, as at 50 µm, it increases ionization and favours runaway.

For the 5 µm gap, the other omissions can be sized as follows.

- The image-barrier error and emission at 300 K together multiply the emission by about 1.22 and lower the onset to 291 V.
- An electron needs 0.27 µm to gain argon's ionization energy of about 15.8 eV. Removing that distance from the ionizing path raises the onset to about 297 V.
- Electron space charge is about 0.1% of the ion effect, for a rough electron speed of $5\times10^5$ m/s.
- Near the cathode the ions are about 240 nm apart. The extra emission caused by single ions more than 3 nm from a tip is estimated at $7\times10^{-6}$ per ion, far below $\gamma_F$. The estimate grows steeply as the cutoff shrinks, to $2\times10^{-4}$ at 1 nm, and loses meaning near the barrier width $\phi/F\approx1.5$ nm. Closer approach is left to $\gamma$.
- Gas heating is larger than any of these. At onset the ions take about $7\times10^6$ W/m² from the field and pass it to the gas by charge exchange. With electrodes at 300 K this would heat the middle of the gap to about 500 K within some $10^{-7}$ s. If the gas then expands at fixed pressure, ionization weakens and the highest steady voltage rises to about 310 V when 30% of this power heats the gas, or about 345 V when all of it does; $u/E$ is then 0.12 to 0.16. The criterion and the table hold at fixed gas density, as for a voltage raised faster than the gas can heat and expand.

Microswitches and microdischarge devices have gaps of this size, and departures from the Paschen curve at atmospheric pressure are known for gaps of a few micrometres. The weakest assumption for real electrodes is a fixed, evenly emitting surface. Tips differ between samples and change as they are used. With all else fixed, $\beta=45$ gives 326 V and $\beta=55$ gives 267 V. Changing $s$ tenfold either way gives 328 V or 266 V, and $s$ may be uncertain by far more than that: $s=10^{-6}$ gives 426 V. A single isolated tip would also violate the area averaging, an error not sized here. Finally, these $A$ and $B$ are normally used for $E/p$ between roughly 100 and 600 V/(cm Torr). The table entries from 2 to 6 µm lie above this range, with 772 V/(cm Torr) at 5 µm, and the 50 µm entry lies below it. The 5 µm onset is therefore best read as about 300 V for the assumed surface and a cold gas. The surface alone can shift it by tens of volts to more than a hundred, and gas heating can raise it by tens of volts. The numerical output lists the remaining values.

## Computed values

```
gas: argon, p = 760 Torr, T = 300 K
A = 12 /(cm Torr), B = 180 V/(cm Torr), gamma = 0.01
phi = 4.5 eV, beta = 50, area fraction s = 0.001
charge-exchange cross-section = 5.0e-19 m2, ion mass = 39.95 u
a = 1.5414e-06 A eV/V2, b = 6.8309e+09 V/(m eV^1.5)
C = 8.0356e-05 A/V2, D = 1238.9 V/um
ion free path = 81.8 nm
WORKED GAP d = 5 um
breakdown voltage = 293.39 V, mean field E = 58.678 V/um
E/p = 772.1 V/(cm Torr)
alpha = 0.7223 /um, alpha d = 3.6117, M = 37.030
ion drift speed = 2716 m/s
S = 3333.0 (V/m)/(A/m2)
cathode field Ec = 61.451 V/um, rise u = 2.773 V/um
u/E = 0.0473, E/D = 0.0474
cathode electron current j0 = 831.9 A/m2, total = 3.081e+04 A/m2
secondary term = 0.3603, field-emission term = 0.6397
field-emission yield per ion = 0.01775, simple form = 0.01693
A p d = 4.560, ln(1+1/gamma) = 4.615
voltage with gamma = 0: 299.60 V
GAP TABLE: gap um, onset V, secondary-only V, two terms at onset
  2    143.73       inf  0.0352  9.65e-01
  3    199.39       inf  0.0827  9.17e-01
  4    249.41       inf  0.1772  8.23e-01
  5    293.39       inf  0.3603  6.40e-01
  6    326.70    481.96  0.6955  3.05e-01
  7    294.99    295.14  0.9992  7.55e-04
  8    238.96    238.96  1.0000  5.76e-09
 10    200.84    200.84  1.0000  1.46e-17
 15    188.85    188.85  1.0000  3.10e-33
 50    298.62    298.62  1.0000  6.58e-80
local maximum of onset: 331.2 V at 6.35 um
secondary-only minimum: 188.2 V at 13.76 um
7.5 um shift: true -2.470e-04 V, predicted -2.471e-04 V
nonlinear model, 2 um: 143.83 V
nonlinear model, 5 um: 293.53 V
nonlinear model, 6 um: 326.83 V
NEGLECTED EFFECTS AND SENSITIVITY, 5 um
tip field = 3.073 V/nm, barrier f = 0.218
WKB/formula: triangular 0.957, image barrier 1.154
emission factor at 300 K = 1.057
voltage with both emission factors = 290.77 V
electron/ion space-charge effect = 0.0008 (v_e = 5e+05 m/s)
ionization-energy distance = 0.269 um (U = 15.8 eV)
voltage with that distance removed = 297.50 V
ion density at cathode = 6.89e+19 /m3, spacing = 244 nm
extra single-ion yield beyond 3 nm = 7.0e-06 per ion
local tip current density = 5.32e+05 A/m2
voltage for beta 45, 55: 326.2, 266.6 V
voltage for s x 0.1, x 10: 327.6, 265.6 V
```
